# Zero reflection from an absorbing phase-change film on a mirror

## The conditions and their solutions for a perfect mirror

Take a film of high refractive index and weak absorption, a quarter of a wavelength thick inside the film, lying on a perfect mirror. Light comes straight down from a transparent medium of index $n_0$. Suppose that nothing is reflected. Above the film there is then one downward wave; inside the film there are two, a downward wave of amplitude $A$ and an upward one of amplitude $B$, both taken at the front surface. For an incident wave of unit amplitude, continuity of the electric field and of its slope requires

$$A+B=1,\qquad n(A-B)=n_0 ,$$

where $n$ is the film index and its small imaginary part is ignored for the moment. Hence

$$\frac{B}{A}=\frac{n-n_0}{n+n_0}\approx 1-\frac{2n_0}{n}.$$

The upward wave is the downward wave after one round trip. The mirror reverses its sign, and the two quarter-wave passages reverse it again, so the round trip leaves only a loss of amplitude. If the film index has an imaginary part $k$ and the vacuum wavelength is $\lambda=2\pi/k_0$, a path $2d$ multiplies the amplitude by $e^{-2kk_0d}\approx1-2kk_0d$. A quarter wave means $k_0d=\pi/(2n)$, so this factor is $1-\pi k/n$. Equating the two expressions for $B/A$ gives

$$\frac{\pi k}{n}=\frac{2n_0}{n}\quad\Longrightarrow\quad k=\frac{2n_0}{\pi}\approx0.64\,n_0 .$$

The large index $n$ has dropped out. A higher index traps the light better, but it also makes the quarter-wave film thinner, so that less is absorbed per round trip, and the two effects cancel. The thickness sets the phase, and the absorption must make the round-trip loss equal to the leakage through the front surface. The exact conditions have the same two parts.

Let the physical field be the real part of $E(z)e^{-i\omega t}$, with $z$ pointing into the film, the front surface at $z=0$ and the mirror at $z=d$. The film is flat, uniform, isotropic and nonmagnetic, with index $N=n+ik$ and $n,k>0$; with this time factor, positive $k$ means absorption. The medium above is lossless. For a field along $x$ that varies only with $z$, Maxwell's equations are

$$\frac{dE}{dz}=i\omega B_y,\qquad \frac{dB_y}{dz}=\frac{i\omega N^2}{c^2}E .$$

Differentiating the first and inserting the second, with $k_0=\omega/c$, gives

$$\frac{d^2E}{dz^2}+N^2k_0^2E=0 .$$

Both $E$ and $B_y$ are continuous at an interface, so $E$ and $dE/dz$ are continuous. In the film,

$$E=Ae^{iNk_0z}+Be^{-iNk_0z}.$$

Let the mirror first be a half-space of complex index $N_s$, in which a single wave travels or decays away from the film. Write $\delta=Nk_0d$. The two continuity conditions at $z=d$ combine to

$$N\left(Ae^{i\delta}-Be^{-i\delta}\right)=N_s\left(Ae^{i\delta}+Be^{-i\delta}\right).$$

Collecting the terms in $A$ and in $B$ gives

$$\rho\equiv\frac{B}{A}=r_{12}e^{2i\delta},\qquad r_{12}=\frac{N-N_s}{N+N_s}.$$

At the front surface, with unit incident amplitude and reflected amplitude $r$,

$$1+r=A(1+\rho),\qquad n_0(1-r)=NA(1-\rho).$$

Eliminating $A$ gives $n_0(1-r)(1+\rho)=N(1+r)(1-\rho)$. Solving for $r$ and dividing above and below by $n_0+N$,

$$r=\frac{r_{01}+r_{12}e^{2i\delta}}{1+r_{01}r_{12}e^{2i\delta}},\qquad r_{01}=\frac{n_0-N}{n_0+N}.$$

The numerator vanishes when $r_{12}e^{2i\delta}=-r_{01}$. The denominator is then $1-r_{01}^2=4n_0N/(n_0+N)^2$, which is not zero, so each zero of the numerator is a true zero of the reflection. The condition is therefore

$$e^{2i\delta}=Q,\qquad Q=-\frac{r_{01}}{r_{12}}=\frac{(N-n_0)(N+N_s)}{(N+n_0)(N-N_s)} .$$

The excluded case $N=N_s$ has no reflecting back surface, and then $r=r_{01}\neq0$.

Since $2i\delta=2ink_0d-2kk_0d$, the phase and the modulus of this equation are two real conditions. With $\arg Q$ taken in $[0,2\pi)$ and $m=0,1,2,\dots$,

$$2nk_0d=\arg Q+2\pi m,\qquad 2kk_0d=-\ln|Q| .$$

Multiplying the first by $k$ and the second by $n$ makes the left sides equal and removes the thickness:

$$-n\ln|Q|=k\,(\arg Q+2\pi m). \tag{1}$$

The first condition then gives the thickness, with $k_0=2\pi/\lambda$:

$$d=\frac{\lambda(\arg Q+2\pi m)}{4\pi n}. \tag{2}$$

The case $\arg Q=0$, $m=0$ is left out, because it has no thickness. Equation (1) restricts the complex index, and equation (2) gives the thickness that goes with it. Since $Q$ depends on $N$, equation (1) is implicit.

Absorption in the film requires $|Q|<1$, that is, $|r_{01}|<|r_{12}|$. The back surface must reflect more strongly than the front one, because the wave returning from it is weakened on the way. At a fixed wavelength there are three real numbers, $n$, $k$ and $d$, and two conditions. A material whose $n$ and $k$ are both given will therefore in general miss the zero at every thickness. A second adjustable quantity is needed besides $d$, and in a phase-change film the degree of crystallization can serve.

For a perfect mirror the field vanishes at $z=d$, which gives $Ae^{i\delta}+Be^{-i\delta}=0$ and so $r_{12}=-1$. The zero condition becomes

$$\frac{N-n_0}{N+n_0}=-e^{2i\delta}. \tag{3}$$

Multiplying out and collecting terms gives $N(1+e^{2i\delta})=n_0(1-e^{2i\delta})$. Multiplication by $e^{-i\delta}$ turns this into $N\cos\delta=-in_0\sin\delta$. The cosine cannot vanish here, since the sine would have to vanish with it, so

$$\tan\delta=\frac{iN}{n_0}. \tag{4}$$

To separate the real and imaginary parts, put $x=2nk_0d$ and $y=2kk_0d$, so that $\delta=(x+iy)/2$. Multiply the numerator and denominator of $\tan\delta=\sin\delta/\cos\delta$ by $2\cos\delta^*$. The product formulas give

$$2\sin\delta\cos\delta^*=\sin(\delta+\delta^*)+\sin(\delta-\delta^*)=\sin x+i\sinh y,$$

$$2\cos\delta\cos\delta^*=\cos(\delta+\delta^*)+\cos(\delta-\delta^*)=\cos x+\cosh y .$$

Because $N/n_0=-i\tan\delta$,

$$\frac{n}{n_0}=\frac{\sinh y}{\cosh y+\cos x},\qquad \frac{k}{n_0}=\frac{-\sin x}{\cosh y+\cos x}. \tag{5}$$

By definition $k/n=y/x$. Dividing the two parts of (5) and using this ratio gives

$$x\sin x+y\sinh y=0. \tag{6}$$

Absorption means $y>0$, so $\sin x$ must be negative:

$$(2m+1)\pi<x<(2m+2)\pi .$$

For each such $x$ there is one $y$, because $y\sinh y$ rises steadily from zero to infinity. The point $(x,y)$ fixes the index through (5) and the thickness through

$$D\equiv n_0k_0d=\frac{x}{2n/n_0}=\frac{x(\cosh y+\cos x)}{2\sinh y}.$$

Since $x=4\pi nd/\lambda$, the film of order $m=0$ has $nd/\lambda$ between one quarter and one half. On a perfect mirror the film is thus optically thicker than a quarter wave, which is reached only as a limit.

The ends of the interval show how the solutions run. Let $x=(2m+1)\pi+\epsilon$ with small positive $\epsilon$. Then $\sin x\approx-\epsilon$, and (6) gives $y^2\approx(2m+1)\pi\epsilon$. The denominator in (5) is $\cosh y+\cos x\approx y^2/2$, the term $\epsilon^2/2$ being much smaller. Hence

$$\frac{n}{n_0}\approx\frac2y\to\infty,\qquad \frac{k}{n_0}\to\frac{2}{(2m+1)\pi},\qquad D\approx\frac{(2m+1)\pi y}{4}\to0 .$$

For $m=0$ this is the opening example. At the other end, $x=(2m+2)\pi-\epsilon$, equation (6) gives $y^2\approx(2m+2)\pi\epsilon$, while the denominator in (5) tends to 2. There $n/n_0\approx y/2$ and $k/n_0\approx\epsilon/2$ both tend to zero, and $D\approx(2m+2)\pi/y$ tends to infinity.

Between these ends $n$ falls steadily, so each value of $n$ occurs once in each order. To prove this, write $w=N/n_0=\alpha+i\beta$. Equation (4) reads $\tan(wD)=iw$. Differentiate it along the curve with respect to $x$, marking the derivative by a dot. Since $1+\tan^2(wD)=1-w^2$,

$$(1-w^2)(\dot wD+w\dot D)=i\dot w ,$$

$$\dot w\,[\,i-D(1-w^2)]=w(1-w^2)\dot D .$$

The bracket cannot vanish. If it did, $w^2=1-i/D$ would have a negative imaginary part, whereas $\operatorname{Im}w^2=2\alpha\beta>0$. Suppose now that $\dot D=0$ somewhere. Then $\dot w=0$ too, and the derivative of $wD$ would vanish. But $wD=(x+iy)/2$, and the real part of its derivative is $1/2$. So $\dot D$ never vanishes, and $D$ rises steadily from zero to infinity. It can serve as the parameter of the curve:

$$\frac{dw}{dD}=\frac{w(1-w^2)}{i-D(1-w^2)} .$$

Multiply above and below by the complex conjugate of the denominator. The new denominator is positive, so $d\alpha/dD$ has the sign of

$$S=\operatorname{Im}[w(1-w^2)]-D\alpha|1-w^2|^2 .$$

With $\operatorname{Im}w^3=3\alpha^2\beta-\beta^3$ and the abbreviation $s=1+\beta^2$, this is

$$S=\beta(s-3\alpha^2)-D\alpha\left[(s-\alpha^2)^2+4\alpha^2\beta^2\right].$$

Here $D\alpha=x/2>\pi/2$. If $3\alpha^2\ge s$, the first term is not positive and the second is negative, so $S<0$. If $3\alpha^2<s$, then $s-\alpha^2>2s/3$ and also $s-\alpha^2\ge s-3\alpha^2>0$. The subtracted term is then larger than

$$\frac{\pi}{2}\,\frac{2s}{3}\,(s-3\alpha^2)\ \ge\ \frac{2\pi}{3}\,\beta(s-3\alpha^2)\ >\ \beta(s-3\alpha^2),$$

where the middle step uses $s=1+\beta^2\ge2\beta$. Again $S<0$. Hence $n$ decreases steadily from infinity to zero as the thickness grows. For each $n>0$ and each order $m$ there is exactly one pair $(k,d)$ with zero reflection. Likewise, each thickness has exactly one complex index in each order.

The second statement can be tested by counting zeros in the complex plane. For $D=0.7$, the function $\sin(wD)-iw\cos(wD)$ was followed around the rectangle $0.1\le\operatorname{Re}w\le4\pi/D$, $0\le\operatorname{Im}w\le6$. The right-hand edge corresponds to $x=8\pi$, so the orders $m=0,1,2,3$ should lie inside. The phase of the function turned 4.000 times, which means four zeros.

## Limits, energy balance and a phase-change film on gold

The film has index $N=n+ik$ and thickness $d$, the medium above it has index $n_0$, the mirror has index $N_s$, and $k_0=2\pi/\lambda$. Reflection vanishes at normal incidence when $e^{2iNk_0d}=Q$, where $Q=-r_{01}/r_{12}$, $r_{01}=(n_0-N)/(n_0+N)$ and $r_{12}=(N-N_s)/(N+N_s)$. This gives the index condition (1) and the thickness (2). On a perfect mirror, $x=2nk_0d$ and $y=2kk_0d$ obey $x\sin x+y\sinh y=0$ with $(2m+1)\pi<x<(2m+2)\pi$, and (5) gives the index. There is one solution $(k,d)$ for each $n$ and each order $m$.

The opening example gave $k=2n_0/\pi$ for a high index. On a perfect mirror this value is an upper bound for every solution. Replace $-\sin x$ in (5) by $y\sinh y/x$, and use $\cos x\ge-1$:

$$\frac{k}{n_0}\le\frac{y\sinh y}{x(\cosh y-1)}=\frac{y\coth(y/2)}{x}\le\frac{2+y^2/6}{x}.$$

The last step is the inequality $u\coth u\le1+u^2/3$ with $u=y/2$. It holds because the power series of $(1+u^2/3)\sinh u-u\cosh u$ has the coefficients $2j(2j-2)/[3(2j+1)!]$ at $u^{2j+1}$, none of which is negative. Now let $q=y^2/6$ and $s=2x/\pi-2$, a new use of the letter $s$. The bound $k/n_0<2/\pi$ follows if $q<s$. From $y\sinh y\ge y^2+y^4/6$ and $|\sin x|\le x-\pi$,

$$6q(1+q)\le y\sinh y=x|\sin x|\le x(x-\pi)=\frac{\pi^2}{2}\,s\left(1+\frac s2\right).$$

If $q$ were at least $s$, this would require $6(1+s)\le4.94\,(1+s/2)$, which is false for every positive $s$. So

$$k<\frac{2n_0}{\pi}\qquad\text{(perfect mirror)}.$$

A film in air with $k$ above 0.637 therefore has no reflection zero on a perfect mirror, whatever its thickness. The proof uses $r_{12}=-1$ and does not carry over to a real metal.

For high index the solution can be written out. Taking the logarithm of (3), with $\operatorname{artanh}u=\tfrac12\ln[(1+u)/(1-u)]$, gives

$$Nk_0d=q_m+i\operatorname{artanh}\frac{n_0}{N},\qquad q_m=\left(m+\tfrac12\right)\pi .$$

The principal logarithm is the right one: $(N-n_0)/(N+n_0)$ has a positive imaginary part, so its phase lies between $0$ and $\pi$, in agreement with the range of $x$. Set $\alpha=n/n_0$, $\beta=k/n_0$ and $D=n_0k_0d$, and expand $\operatorname{artanh}u\approx u+u^3/3$ for large $\alpha$. The real and imaginary parts are

$$\alpha D\approx q_m+\frac{\beta}{\alpha^2},\qquad \beta D\approx\frac1\alpha+\frac{1/3-\beta^2}{\alpha^3}.$$

Dividing the second by the first and multiplying by $\alpha$ gives, to this order,

$$\beta\approx\frac1{q_m}\left[1+\frac{1}{\alpha^2}\left(\frac13-\beta^2-\frac{\beta}{q_m}\right)\right].$$

Inside the small correction $\beta$ may be replaced by its leading value $1/q_m$. Hence

$$\frac{k}{n_0}\approx\frac1{q_m}\left[1+\left(\frac13-\frac2{q_m^2}\right)\frac{n_0^2}{n^2}\right],\qquad nk_0d\approx q_m+\frac{n_0^2}{q_mn^2}.$$

For $n/n_0=5$ and $m=0$ the first formula gives 0.6245, and the full solution is 0.6246. When $n/n_0$ was doubled from 10 to 20, the errors of both formulas fell by factors between 12 and 20 for $m=0$ and $m=1$, as expected for a remainder of fourth order, whose factor is 16. The correction to $k$ is negative for $m=0$ and positive for all higher orders. In order 1, $k/n_0$ therefore approaches its limit $2/(3\pi)=0.212$ from above, and the largest value found in a scan of that order was 0.235.

Zero reflection also fixes where the energy goes. The time-averaged energy flux is proportional to $F=\operatorname{Im}(E^*\,dE/dz)/k_0$. Its derivative follows from the wave equation; the term $|dE/dz|^2$ is real and drops out:

$$\frac{dF}{dz}=\frac{1}{k_0}\operatorname{Im}\left(E^*\frac{d^2E}{dz^2}\right)=-k_0\operatorname{Im}(N^2)|E|^2=-2nk\,k_0|E|^2 .$$

With unit incident field and $r=0$, the flux at the front is $n_0$. The flux entering the mirror is $\operatorname{Re}(N_s)|E(d)|^2$. Integrating over the film and dividing by $n_0$ gives

$$1=\frac{k_0}{n_0}\int_0^d2nk\,|E|^2\,dz+\frac{\operatorname{Re}(N_s)}{n_0}|E(d)|^2 .$$

The first term is the share absorbed in the film and the second the share absorbed in the mirror. A perfect mirror takes nothing, and the film absorbs all the light.

A small thickness error $\Delta d$ spoils the cancellation. At the zero $r_{12}e^{2i\delta}=-r_{01}$, and the error multiplies this by $e^{\eta}$ with $\eta=2iNk_0\Delta d$. To first order in $\eta$,

$$r=\frac{r_{01}(1-e^\eta)}{1-r_{01}^2e^\eta}\approx-\frac{r_{01}\,\eta}{1-r_{01}^2}=-\frac{n_0^2-N^2}{4n_0N}\,2iNk_0\Delta d .$$

The factor $N$ cancels, and the reflectance $R=|r|^2$ is

$$R\approx\left[\frac{k_0\Delta d\,|N^2-n_0^2|}{2n_0}\right]^2. \tag{7}$$

The mirror enters only through the value of $N$ at which the zero lies. A high index makes the zero sensitive to thickness.

As an example take Ge$_2$Sb$_2$Te$_5$ on gold, in air, at 1550 nm. Rough typical indices are $4.0+0.05i$ for the amorphous film, $6.5+1.0i$ for the crystalline film and $0.5+10.7i$ for gold. Let a volume fraction $p$ be crystallized in grains much smaller than the wavelength and evenly spread. The Lorentz–Lorenz mixing rule is used as a model for the index:

$$\frac{N^2-1}{N^2+2}=p\,\frac{N_c^2-1}{N_c^2+2}+(1-p)\,\frac{N_a^2-1}{N_a^2+2},$$

where $N_a$ and $N_c$ are the amorphous and crystalline indices. As $p$ grows, $N$ moves along a path in the complex plane, and the zero lies where this path meets condition (1).

In order 0 this happens at $p=0.809$, where $N=5.749+0.586i$. There $|r_{01}|=0.7063$ and $|r_{12}|=0.8833$, so $|Q|=0.7996$, and $\arg Q=2.193$ rad. The two sides of (1) are

$$-n\ln|Q|=5.749\times0.2236=1.285,\qquad k\arg Q=0.586\times2.193=1.285 .$$

Equation (2) gives the thickness:

$$d=\frac{1550\ \text{nm}\times2.193}{4\pi\times5.749}=47.1\ \text{nm}.$$

A search for the smallest reflectance over $p$ and $d$, made without conditions (1) and (2), led to the same point. The film absorbs 89 % of the light and the gold 11 %. Order 1 needs $p=0.40$ and $d=228$ nm, and order 2 needs $p=0.23$ and $d=424$ nm. Over these three orders, a thicker film reaches the zero with a less absorbing mixture. The series of orders does not go on without end: higher orders need an ever smaller $k$, and the amorphous film already has $k=0.05$.

The optical thickness in order 0 is $nd/\lambda=0.17$, below the quarter wave that limits a film on a perfect mirror. The field enters the gold, and the phase of $r_{12}$ is no longer that of a perfect mirror, so the film has less phase to supply. The difference is large. For the same $n$, the perfect-mirror conditions ask for $k=0.63$ and $d=68$ nm, and such a film placed on gold would reflect 52 %.

With the thickness held at 47 nm, the model reflectance is 0.91 for the amorphous film, zero at $p=0.81$ and 0.21 for the fully crystalline film. The darkest state is thus a partly crystallized one, and the reflectance does not fall steadily as crystallization proceeds. A memory that reads the state from the reflected power has to allow for this: beyond the zero, one reflectance can belong to two values of $p$.

The zero belongs to the model. A real film made to the order 0 design would still reflect some light, and the following values show how much each neglected effect gives on its own when $p$ and $d$ are not readjusted. Among the effects listed, the largest values come from how the two phases are arranged and mixed. If the crystalline part forms a layer on top of the amorphous part, $R=0.15$; with the layers exchanged, $R=0.05$. Replacing the Lorentz–Lorenz rule by Bruggeman's mixing rule also gives $R=0.05$ at the same $p$. A film that shrinks on crystallization, by an assumed 6 % when complete, gives 0.023. A wavelength longer by 50 nm, with the indices held fixed, gives 0.010, and an increase of $k$ by 0.1 gives 0.005. For a thickness error of 1 nm, formula (7) gives 0.0043 and the full expression 0.0042.

Smaller effects come from focusing, heating and a cover layer. The outermost ray of a lens of numerical aperture 0.4 has $R=0.002$ in either polarization. Heating by 50 K, with an assumed index change of 0.001 per kelvin, gives about 0.0015. A 10 nm cap of index 1.45 gives 0.0005. Gold only 100 nm thick, on a base of index 1.44, adds about $2\times10^{-7}$, so treating the gold as a half-space is harmless here. The cap moves the zero without removing it: reflection vanishes again at $p=0.813$ and $d=46.6$ nm. Layering also moves the zero without removing it, but much further: with $p$ now the crystalline share of the thickness, reflection vanishes at $p=0.36$ and $d=51$ nm for the crystalline layer on top, and at $p=0.51$ and $d=57$ nm with the layers exchanged.

Compared with a real device, the example stands for a reflecting pixel lit from above; a memory cell on a waveguide guides its light along the film and needs a different calculation. The film indices are of the usual size for this material near 1550 nm, but they depend on deposition and heat treatment, so the digits used in the arithmetic are not a recipe. With a crystalline index of $6.0+0.8i$ the order 0 zero moves to $p=0.87$, and with $6.5+1.4i$ to $p=0.69$. Bruggeman's mixing rule with the original indices puts it at $p=0.59$. The thickness stays near 50 nm in all three cases, but the crystallized fraction depends strongly on the indices and on the mixing rule. The gold index is uncertain too. With $0.56+9.8i$ the order 0 design reflects about 0.01, the zero moves to $p=0.80$ and $d=46$ nm, and the gold takes 14 % of the light; with $0.38+10.8i$ it takes 8 %. Even mixing is also open to doubt, since crystallization may start at a surface or follow the temperature profile of the heating pulse. In the layered cases above, this raises the reflectance of a film designed for even mixing from zero to between 0.05 and 0.15. Scattering by grains and rough surfaces is not included. A usable design would start from indices measured on the actual film in its partly crystallized states, insert them in (1) and (2) if the film is uniform and uncapped, and otherwise solve $r=0$ for the full layer stack. The remaining values are in the numerical output.

## Numbers as computed

```
wavelength = 1550 nm, photon energy = 0.7999 eV
index amorphous (rough) = 4.0000 + 0.0500i
index crystalline (rough) = 6.5000 + 1.0000i
index gold (rough) = 0.5000 + 10.7000i
perfect mirror: bound on k/n0 = 2/pi = 0.6366
perfect mirror, order 0: largest k/n0 in scan = 0.6364
perfect mirror, order 1: largest k/n0 in scan = 0.2348
perfect mirror, order 2: largest k/n0 in scan = 0.1599
perfect mirror, n/n0 = 5, order 0: k/n0 = 0.6246, n d/wavelength = 0.2541
perfect mirror, n/n0 = 5, order 1: k/n0 = 0.2143, n d/wavelength = 0.7514
perfect mirror, n/n0 = 5, order 2: k/n0 = 0.1289, n d/wavelength = 1.2509
zeros counted in box for n0 k0 d = 0.7: 4.000
gold, order 0: p = 0.8088, N = 5.7486 + 0.5860i, d = 47.06 nm
   absorbed in film = 0.8898, in gold = 0.1102
gold, order 1: p = 0.3988, N = 4.6680 + 0.1996i, d = 227.86 nm
   absorbed in film = 0.9236, in gold = 0.0764
gold, order 2: p = 0.2274, N = 4.3490 + 0.1210i, d = 424.05 nm
   absorbed in film = 0.9328, in gold = 0.0672
order 0: |Q| = 0.79964, arg Q = 2.19343 rad
order 0: |r01| = 0.7063, |r12| = 0.8833
order 0: n d/wavelength = 0.1745
R at this d, amorphous = 0.9051
R at this d, crystalline = 0.2090
R at this d and p, zero design = 7.2e-31
perfect-mirror recipe for same n: k = 0.6275, d = 68.24 nm
R of that recipe placed on gold = 0.5219
thickness +1 nm: R law = 0.00432, R direct = 0.00418
Neglected effects, R at the order 0 design:
   Bruggeman mixing, same p: R = 4.85e-02
   crystal layer on top of glass: R = 1.46e-01
   glass layer on top of crystal: R = 4.70e-02
   film thinner by 6 % times p: R = 2.34e-02
   10 nm cap of index 1.45: R = 4.99e-04
   edge ray of NA 0.4, s polarized: R = 1.92e-03
   edge ray of NA 0.4, p polarized: R = 1.80e-03
   50 K heating, dn/dT 0.001 per K: R = 1.45e-03
   gold only 100 nm, on index 1.44: R = 1.59e-07
   wavelength +50 nm, fixed indices: R = 9.63e-03
   film index k larger by 0.1: R = 5.02e-03
zero retuned with 10 nm cap: p = 0.8134, d = 46.56 nm
```
